# Spin-Off-Diagonal Fock Exchange Generated by Spin-Orbit Coupling, part 1

(Sections cited here and not found follow in the second part.)

## First half: the exchange operator and its spin blocks

Suppose that a hybrid-functional calculation includes spin-orbit coupling, but that its exchange operator keeps only the up-up and down-down blocks. The result then singles out the axis chosen for the spin. In the zinc-blende model of the second half, truncating the converged exchange operator in this way splits the fourfold level $\Gamma_8$ at the top of the valence band by about 39 meV, although cubic symmetry forbids any splitting. In this model the size of the false splitting is the same for every axis; the axis decides which states are raised. Suppose instead that exchange is taken from a nonmagnetic collinear calculation and spin-orbit coupling is added afterwards. The degeneracy survives, but the separation of $\Gamma_8$ from the split-off level $\Gamma_7$ is about 91 meV smaller than in the self-consistent treatment of the same model. Both faults come from missing parts of one operator.

### Conventions and statement

Hartree atomic units are used in the derivations, eV and nm in the example. An occupied orbital is a spinor
$$\psi_i(\mathbf r)=\begin{pmatrix}\psi_i^{\uparrow}(\mathbf r)\\ \psi_i^{\downarrow}(\mathbf r)\end{pmatrix},\qquad \langle\psi_i|\psi_j\rangle=\sum_\sigma\int \psi_i^{\sigma}(\mathbf r)^*\psi_j^{\sigma}(\mathbf r)\,d^3r=\delta_{ij},$$
with $i=1,\dots,N$. The occupied projector $P=\sum_i|\psi_i\rangle\langle\psi_i|$ has the kernel
$$\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')=\sum_i\psi_i^{\sigma}(\mathbf r)\,\psi_i^{\sigma'}(\mathbf r')^* .$$
It is Hermitian: $\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')^*=\rho^{\sigma'\sigma}(\mathbf r',\mathbf r)$. The electrons repel each other through a kernel $v(\mathbf r-\mathbf r')$ that is real, even, positive and independent of spin. Both $1/r$ and the short-range form $\mathrm{erfc}(\omega r)/r$ qualify. A calculation is called collinear if every orbital has pure spin along one common axis, here $z$.

**Theorem 1.**

(a) The exchange operator of a determinant of spinors has the four blocks
$$K^{\sigma\sigma'}(\mathbf r,\mathbf r')=-v(\mathbf r-\mathbf r')\,\rho^{\sigma\sigma'}(\mathbf r,\mathbf r').\tag{1}$$

(b) $K^{\uparrow\downarrow}=0$ if and only if $P$ commutes with $\sigma_z$, that is, if and only if the occupied orbitals can be chosen with pure spin along $z$.

(c) Let a collinear reference state have a gap between occupied and empty levels, and let a weak perturbation change its one-electron Hamiltonian by $V$ to first order. Then $K^{\uparrow\downarrow}$ is nonzero at first order if and only if $V$ has a spin-flip matrix element between an occupied and an empty state.

The condition in (c) matters: spin-orbit coupling alone is not sufficient for an off-diagonal block, as the exceptions below show.

### The pair energy of a determinant

**Lemma 1.** The interaction energy is $E_{\rm H}+E_{\rm x}$, where
$$E_{\rm H}=\tfrac12\iint n(\mathbf r)\,v(\mathbf r-\mathbf r')\,n(\mathbf r')\,d^3r\,d^3r',\qquad n(\mathbf r)=\sum_\sigma\rho^{\sigma\sigma}(\mathbf r,\mathbf r),$$
$$E_{\rm x}=-\tfrac12\sum_{\sigma\sigma'}\iint v(\mathbf r-\mathbf r')\,|\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')|^2\,d^3r\,d^3r'.\tag{2}$$

*Proof.* Let $x=(\mathbf r,\sigma)$, and let $\int dx$ include the spin sum. The determinant is
$$\Phi=\frac{1}{\sqrt{N!}}\sum_\pi \mathrm{sgn}(\pi)\,\psi_{\pi(1)}(x_1)\cdots\psi_{\pi(N)}(x_N).$$
Since $|\Phi|^2$ is symmetric in the electrons, all $N(N-1)/2$ pairs contribute equally, and it suffices to treat electrons 1 and 2. In $\langle\Phi|v(\mathbf r_1-\mathbf r_2)|\Phi\rangle$ there is a permutation $\pi$ from the left factor and $\pi'$ from the right. Orthonormality for electrons $3,\dots,N$ requires $\pi'(k)=\pi(k)$ for $k\ge3$. Hence $\pi'$ either equals $\pi$, with sign product $+1$, or has the first two entries exchanged, with sign product $-1$. Each ordered pair $i=\pi(1)$, $j=\pi(2)$ occurs in $(N-2)!$ permutations, so that
$$\langle v_{12}\rangle=\frac{(N-2)!}{N!}\sum_{i\ne j}\iint v\left[|\psi_i(x)|^2|\psi_j(x')|^2-\psi_i^*(x)\psi_j^*(x')\psi_j(x)\psi_i(x')\right]dx\,dx'.$$
Multiplication by $N(N-1)/2$ leaves the factor $\tfrac12$. The terms $i=j$ may be added, because the bracket vanishes for them. The first term then gives $E_{\rm H}$. In the second, the sums over $i$ and $j$ separate:
$$\sum_i\psi_i^{\sigma'}(\mathbf r')\psi_i^{\sigma}(\mathbf r)^*=\rho^{\sigma'\sigma}(\mathbf r',\mathbf r),\qquad \sum_j\psi_j^{\sigma}(\mathbf r)\psi_j^{\sigma'}(\mathbf r')^*=\rho^{\sigma\sigma'}(\mathbf r,\mathbf r').$$
By Hermiticity their product is $|\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')|^2$. $\square$

The direct term pairs each orbital with itself at one point, which sums over its spin. The exchange term pairs an orbital at $\mathbf r$ with the same orbital at $\mathbf r'$, and the two spin indices need not agree. This is why exchange has four blocks and the Hartree potential is a multiple of the unit matrix in spin.

### Proof of (a)

Let $\delta\rho$ be any Hermitian change of $\rho$. The integrand of (2) is $v\,\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')\rho^{\sigma'\sigma}(\mathbf r',\mathbf r)$. Varying either factor gives the same integral after the labels $(\sigma,\mathbf r)$ and $(\sigma',\mathbf r')$ are exchanged, since $v$ is even. The two equal terms cancel the factor $\tfrac12$:
$$\delta E_{\rm x}=-\sum_{\sigma\sigma'}\iint v(\mathbf r-\mathbf r')\,\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')\,\delta\rho^{\sigma'\sigma}(\mathbf r',\mathbf r)\,d^3r\,d^3r'=\mathrm{Tr}(K\,\delta\rho),$$
with $K$ from (1). This $K$ is Hermitian because $v$ is real and $\rho$ is Hermitian. It is unique: if two Hermitian operators gave the same $\delta E_{\rm x}$ for every $\delta\rho$, their difference $D$ would satisfy $\mathrm{Tr}(D\,\delta\rho)=0$, and the choice $\delta\rho=D$ would give $\mathrm{Tr}D^2=0$. (In a finite basis this holds as written; for kernels one uses smooth, localized $\delta\rho$.)

The same operator governs orbital variations. Rotate $\psi_i$ into a normalized empty spinor $\chi$, so that $\psi_i\to\psi_i\cos t+\chi\sin t$. At $t=0$,
$$\frac{dP}{dt}=|\chi\rangle\langle\psi_i|+|\psi_i\rangle\langle\chi|,\qquad \frac{dE_{\rm x}}{dt}=\langle\psi_i|K|\chi\rangle+\langle\chi|K|\psi_i\rangle=2\,\mathrm{Re}\,\langle\chi|K|\psi_i\rangle.\tag{3}$$
Replacing $\chi$ by $i\chi$ gives the imaginary part. Stationarity of the total energy therefore contains $K$ with all its blocks. Written out, its action is
$$(K\psi)^\sigma(\mathbf r)=-\sum_i\psi_i^\sigma(\mathbf r)\sum_{\sigma'}\int v(\mathbf r-\mathbf r')\,\psi_i^{\sigma'}(\mathbf r')^*\psi^{\sigma'}(\mathbf r')\,d^3r'.\qquad\square$$

A hybrid functional multiplies this exchange energy by a fraction $a$, so its orbital equation contains $aK$. In a screened hybrid such as HSE06, the kernel $v$ in $K$ is the short-range one. The semilocal remainder of the functional adds its own potential and does not alter (1).

A numerical test used three random orthonormal spinors in a space of one $s$ and three $p$ Gaussian orbitals, each with a root-mean-square radius of 0.15 nm, and the kernel $\mathrm{erfc}(\omega r)/r$ with $\omega=0.11$ bohr$^{-1}$. The fully antisymmetrized three-electron wavefunction and Lemma 1 both gave an interaction energy of 15.774245 eV. Its slopes under rotation of each occupied spinor into each of the five empty ones, with both phases, agreed with (3), the Hartree term included, to $10^{-5}$ eV per radian. When the off-diagonal blocks of $K$ were removed, the largest error in a slope was 1.85 eV per radian.

### Proof of (b)

Write $P$ as a $2\times2$ matrix of spin blocks. With $\sigma_z=\mathrm{diag}(1,-1)$,
$$\sigma_zP-P\sigma_z=\begin{pmatrix}0&2P^{\uparrow\downarrow}\\-2P^{\downarrow\uparrow}&0\end{pmatrix}.$$
The commutator vanishes if and only if $P^{\uparrow\downarrow}=0$, since $P^{\downarrow\uparrow}$ is its adjoint. As $v$ is positive, (1) shows that $K^{\uparrow\downarrow}$ vanishes if and only if $\rho^{\uparrow\downarrow}$ does.

If $P^{\uparrow\downarrow}=0$, then $P^2=P$ makes $P^{\uparrow\uparrow}$ and $P^{\downarrow\downarrow}$ separate projectors. Orthonormal orbitals spanning their ranges have pure spin and span the occupied space. Conversely, for a pure-spin orbital one of the factors in $\psi_i^{\uparrow}(\mathbf r)\psi_i^{\downarrow}(\mathbf r')^*$ is zero, so the sum over $i$ vanishes. $\square$

**Remark on the axis.** An off-diagonal block by itself does not prove that spin-orbit coupling is at work. A collinear magnet with spins along $x$ has such a block when described along $z$, and so has a noncollinear magnet without spin-orbit coupling. In the first case a rotation of the spin axis removes the block. The statement that does not depend on the description is that no unit vector $\mathbf n$ exists for which $P$ commutes with $\mathbf n\cdot\boldsymbol\sigma$.

### First-order response and proof of (c)

**Lemma 2.** Let $h_0$ have occupied states $|v\rangle$ and empty states $|c\rangle$ with energies $E_v<E_c$. Under $h_0\to h_0+V$ the first-order change of the projector is
$$\delta P=-\sum_{vc}\frac{|c\rangle\langle c|V|v\rangle\langle v|+|v\rangle\langle v|V|c\rangle\langle c|}{E_c-E_v}.\tag{4}$$

*Proof.* The first-order part of $P^2=P$ is $P_0\,\delta P+\delta P\,P_0=\delta P$. Between two occupied states it reads $2\langle v|\delta P|v'\rangle=\langle v|\delta P|v'\rangle$, so this element vanishes; between two empty states the left side is zero. There remain the elements between occupied and empty states. The projector commutes with the Hamiltonian, and to first order $[h_0,\delta P]+[V,P_0]=0$. Between $\langle c|$ and $|v\rangle$ this gives
$$(E_c-E_v)\langle c|\delta P|v\rangle+\langle c|V|v\rangle=0,$$
because $P_0|v\rangle=|v\rangle$ and $\langle c|P_0=0$. The adjoint element completes (4). $\square$

For a collinear reference, all states in (4) can be chosen with pure spin. The up-down block of $\delta P$ then consists of the terms $|c{\uparrow}\rangle\langle v{\downarrow}|$ and $|v{\uparrow}\rangle\langle c{\downarrow}|$. Their coefficients are $-\langle c{\uparrow}|V|v{\downarrow}\rangle/(E_c-E_v)$ and $-\langle v{\uparrow}|V|c{\downarrow}\rangle/(E_c-E_v)$. These operators are linearly independent, so they cannot cancel each other. The block is nonzero if and only if one of the coefficients is, and (1) carries this over to $K^{\uparrow\downarrow}$. $\square$

Here $V$ is the full first-order change, including the response of the mean field. Exchange feeds a spin-flip density matrix back into the spin-flip part of $V$, so one must ask whether feedback could cancel the bare spin-orbit term. It cannot cancel it completely. If $\delta\rho^{\uparrow\downarrow}$ were zero, the exchange feedback would be zero as well, and (4) with the bare spin-flip element would give a nonzero $\delta\rho^{\uparrow\downarrow}$, a contradiction. The same holds for a semilocal functional whose transverse spin field is linear in the transverse magnetization.

For an atom-like spin-orbit term $\lambda\,\mathbf L\cdot\boldsymbol\sigma$, with $L_\pm=L_x\pm iL_y$,
$$\mathbf L\cdot\boldsymbol\sigma=\begin{pmatrix}L_z&L_-\\L_+&-L_z\end{pmatrix}.\tag{5}$$
The entries $L_\pm$ flip the spin and change the orbital moment in the opposite sense. Two exceptions follow.

- If symmetry or a model leaves just $L_z\sigma_z$, and the mean field has no spin-flip part of its own, the Hamiltonian commutes with $\sigma_z$, and a gapped occupied space does so too. Then $K^{\uparrow\downarrow}=0$ however strong the coupling is.
- If an isolated shell is completely filled, spin-orbit coupling mixes its orbitals among themselves, while $P$ remains the unit operator on the shell. A block can then arise only through mixing with states outside the shell.

### What time reversal leaves

Decompose the density matrix into a spin scalar and a spin vector,
$$\rho=\rho_0\,\mathbb 1+\boldsymbol\rho\cdot\boldsymbol\sigma,\qquad \rho^{\uparrow\downarrow}=\rho_x-i\rho_y .\tag{6}$$

**Lemma 3.** If the occupied space is invariant under time reversal, $\rho_0(\mathbf r,\mathbf r')$ is real and symmetric, and $\boldsymbol\rho(\mathbf r,\mathbf r')$ is imaginary and antisymmetric. In particular $\boldsymbol\rho(\mathbf r,\mathbf r)=0$.

*Proof.* Time reversal maps $\psi$ to $-i\sigma_y\psi^*$. The reversed orbitals span the same space, so they give the same density matrix:
$$\rho=(-i\sigma_y)\rho^*(i\sigma_y)=\sigma_y\rho^*\sigma_y .$$
Since $\sigma_y\sigma_j^*\sigma_y=-\sigma_j$ for $j=x,y,z$, the right side equals $\rho_0^*-\boldsymbol\rho^*\cdot\boldsymbol\sigma$. Hence $\rho_0^*=\rho_0$ and $\boldsymbol\rho^*=-\boldsymbol\rho$. Hermiticity of $\rho$ gives $\rho_\mu(\mathbf r,\mathbf r')^*=\rho_\mu(\mathbf r',\mathbf r)$ for all four components. Combining the two relations proves the symmetries, and an antisymmetric function vanishes at equal arguments. $\square$

The magnetization is $\mathrm{tr}[\boldsymbol\sigma\rho(\mathbf r,\mathbf r)]=2\boldsymbol\rho(\mathbf r,\mathbf r)=0$. A semilocal functional of the density, the magnetization and their gradients therefore receives no sign of $\boldsymbol\rho$, and by time-reversal symmetry its spin field is zero. The Fock operator samples $\boldsymbol\rho$ at separated points and does receive it. Functionals that depend on spin currents lie outside this argument, because derivatives of $\boldsymbol\rho$ at coincident points need not vanish.

## Second half: spin-orbit enhancement in a zinc-blende crystal

From the first half, $\rho$ is the density matrix of the occupied spinors, and exchange is $K^{\sigma\sigma'}=-v\rho^{\sigma\sigma'}$, entering a hybrid with the fraction $a$. The decomposition $\rho=\rho_0+\boldsymbol\rho\cdot\boldsymbol\sigma$ separates spin scalar and spin vector. In a nonmagnetic crystal $\boldsymbol\rho$ is imaginary and antisymmetric, and (4) gives the response of the occupied projector $P$ to a perturbation $V$. In a basis of real orbitals $\phi_m$, inserting $\rho^{\sigma\sigma'}(\mathbf r,\mathbf r')=\sum_{lk}\phi_l(\mathbf r)\rho_{l\sigma,k\sigma'}\phi_k(\mathbf r')$ into (1) yields
$$K_{m\sigma,n\sigma'}=-\sum_{lk}(ml|kn)\,\rho_{l\sigma,k\sigma'},\tag{7}$$
$$(ml|kn)=\iint\phi_m(\mathbf r)\phi_l(\mathbf r)\,v(\mathbf r-\mathbf r')\,\phi_k(\mathbf r')\phi_n(\mathbf r')\,d^3r\,d^3r'.$$

The model has one $s$ and three $p$ orbitals on each atom $s$ of the cell, taken as orthonormal. Spin-orbit coupling is $\sum_s\lambda_s\Lambda_s$, where $\Lambda_s$ is $\mathbf L\cdot\boldsymbol\sigma$ on the $p$ shell of atom $s$ and $(L_i)_{jk}=-i\varepsilon_{ijk}$. The usual form $\xi\,\mathbf L\cdot\mathbf S$ corresponds to $\lambda=\xi/2$. Of the exchange operator, the model iterates the on-site, spin-vector part. The spin-scalar exchange of the crystal without spin-orbit coupling is taken as contained in the band parameters.

**Theorem 2.** Under these assumptions, and with a gap:

(a) spin-dependent exchange has the form $\sum_s\delta\lambda_s\Lambda_s$, with $\delta\lambda_s=-aA_sb_s$, where $b_s$ is the coefficient of $\Lambda_s$ in $\rho$ and $A_s=(xx|yy)-(xy|xy)\ge0$;

(b) to linear order in spin-orbit coupling,
$$\boldsymbol\lambda_{\rm eff}=\boldsymbol\lambda+\delta\boldsymbol\lambda=(1-aA\chi)^{-1}\boldsymbol\lambda,\tag{8}$$
where $A$ is the diagonal matrix of the $A_s$, and $\chi$ is the positive semidefinite response matrix (10), provided that all eigenvalues of $aA\chi$ are below one;

(c) if the spin-off-diagonal blocks of this exchange are deleted, $\Gamma_8$ splits to first order by $\tfrac43|\sum_sw_s\delta\lambda_s|$, where $w_s$ is its $p$ weight on atom $s$.

### The form of the density matrix on one site

The four-block form of the exchange operator and the conditions for its off-diagonal blocks are now established, and Theorem 2 has been stated for the zinc-blende model. It remains to find the form of the density matrix on one site, prove Theorem 2 and work through the example in the regime of InSb.
